# Closed-Form Real Permittivity of the Tauc-Lorentz Model and Its Gap Behaviour

An ellipsometer measures how the polarization of light changes when it reflects from a film. At one photon energy and one angle of incidence it yields two numbers, too few to fix a thickness together with both parts of a complex refractive index. A model of the film's complex permittivity, with a few parameters shared by all energies, makes up the shortage. A simple model for an amorphous semiconductor has an absorption that is zero below a gap, rises smoothly above it, and passes through a broad maximum. An absorption curve with these features can be written down at will, but the real permittivity cannot then be chosen freely: causality fixes it, up to a constant, at every photon energy, including those where the film is transparent. A fit evaluates it many thousands of times, so a closed form is worth having.

Let $E=\hbar\omega$ be the photon energy and let fields vary as $e^{-i\omega t}$, so that a passive medium has relative permittivity $\varepsilon=\varepsilon_1+i\varepsilon_2$ with $\varepsilon_2\ge 0$ for $E>0$. The Tauc-Lorentz absorption is

$$
\varepsilon_2(E)=\frac{AE_0C\,(E-E_g)^2}{E\,D(E)}\quad(E>E_g),\qquad \varepsilon_2(E)=0\quad(0\le E\le E_g),
$$

$$
D(E)=(E^2-E_0^2)^2+C^2E^2 .
$$

The amplitude $A$, resonance energy $E_0$, broadening $C$ and gap $E_g$ are positive energies. The factor $(E-E_g)^2/E^2$ is the Tauc edge, which describes transitions between parabolic bands without conservation of crystal momentum, at constant momentum matrix element. The remaining factor, $AE_0CE/D$, is a Lorentz line. I assume $C<2E_0$, an underdamped resonance; $E_g$ may lie on either side of $E_0$.

A causal response is analytic in the upper half of the complex energy plane. Let $\chi=\varepsilon-\varepsilon_\infty$ vanish at high energy, where the real constant $\varepsilon_\infty$ stands for absorption far above the range of interest. Integrate $\chi(\xi)/(\xi-E)$ along the real axis, pass above the pole on a small semicircle, and close the contour at infinity. The semicircle contributes $-i\pi\chi(E)$ and the total is zero, so

$$
\chi(E)=\frac{1}{i\pi}\,P\!\!\int_{-\infty}^{\infty}\frac{\chi(\xi)}{\xi-E}\,d\xi ,
$$

where $P$ denotes the principal value. The real part contains $\varepsilon_2$ alone. Because the fields are real, $\varepsilon_2$ is odd, and folding the negative axis onto the positive one gives $1/(\xi-E)+1/(\xi+E)=2\xi/(\xi^2-E^2)$. Hence

$$
\varepsilon_1(E)=\varepsilon_\infty+\frac{2}{\pi}P\!\!\int_{E_g}^{\infty}\frac{\xi\,\varepsilon_2(\xi)}{\xi^2-E^2}\,d\xi
=\varepsilon_\infty+\frac{2AE_0C}{\pi}P\!\!\int_{E_g}^{\infty}\frac{(\xi-E_g)^2}{D(\xi)(\xi^2-E^2)}\,d\xi .
$$

The factor $\xi$ has cancelled the $1/\xi$ in $\varepsilon_2$, leaving a rational integrand that falls as $\xi^{-4}$.

The first task is to separate the pole at $\xi=E$ from the resonance. Define

$$
\gamma^2=E_0^2-\frac{C^2}{2},\qquad \alpha^2=E_0^2-\frac{C^2}{4},
$$

where $\gamma^2$ is a symbol that may be negative. Then $D(\xi)=\xi^4-2\gamma^2\xi^2+E_0^4$, and

$$
D(\xi)-D(E)=(\xi^2-E^2)(\xi^2+E^2-2\gamma^2).
$$

Dividing by $D(\xi)D(E)(\xi^2-E^2)$ and rearranging,

$$
\frac{1}{D(\xi)(\xi^2-E^2)}=\frac{1}{D(E)}\left[\frac{1}{\xi^2-E^2}-\frac{\xi^2+E^2-2\gamma^2}{D(\xi)}\right].
$$

The permittivity therefore has the form

$$
\varepsilon_1(E)=\varepsilon_\infty+\frac{2AE_0C}{\pi}\,\frac{B(E)}{D(E)},
$$

$$
B(E)=P\!\!\int_{E_g}^{\infty}(\xi-E_g)^2\left[\frac{1}{\xi^2-E^2}-\frac{\xi^2+E^2-2\gamma^2}{D(\xi)}\right]d\xi .
$$

The two pieces of $B$ diverge separately, so they must be combined before integration. Write $(\xi-E_g)^2=(\xi^2+E_g^2)-2E_g\xi$. For the even part,

$$
\frac{\xi^2+E_g^2}{\xi^2-E^2}=1+\frac{E^2+E_g^2}{\xi^2-E^2},
$$

$$
(\xi^2+E_g^2)(\xi^2+E^2-2\gamma^2)=D(\xi)+(E^2+E_g^2)\xi^2+E_g^2(E^2-2\gamma^2)-E_0^4 .
$$

After the second line is divided by $D(\xi)$ and subtracted from the first, the two ones cancel. For the odd part, $D'(\xi)=4\xi(\xi^2-\gamma^2)$ gives

$$
\xi(\xi^2+E^2-2\gamma^2)=\tfrac14D'(\xi)+(E^2-\gamma^2)\xi .
$$

With the moments

$$
J_n=\int_{E_g}^{\infty}\frac{\xi^n}{D(\xi)}\,d\xi,\qquad n=0,1,2,
$$

the result is

$$
\begin{aligned}
B={}&(E^2+E_g^2)\,P\!\!\int_{E_g}^{\infty}\frac{d\xi}{\xi^2-E^2}
-2E_g\,P\!\!\int_{E_g}^{\infty}\left[\frac{\xi}{\xi^2-E^2}-\frac{D'(\xi)}{4D(\xi)}\right]d\xi\\
&+2E_g(E^2-\gamma^2)J_1-(E^2+E_g^2)J_2+(E_0^4+2\gamma^2E_g^2-E_g^2E^2)J_0 .
\end{aligned}
$$

Every integral now converges for $E\ne E_g$. The antiderivatives of the first two are $\ln|(\xi-E)/(\xi+E)|/(2E)$ and $\tfrac12\ln|\xi^2-E^2|-\tfrac14\ln D(\xi)$. Both vanish at infinity. If the pole lies in the range, the values at $E-\delta$ and $E+\delta$ become equal as $\delta\to0$, so the principal value leaves the lower endpoint alone:

$$
P\!\!\int_{E_g}^{\infty}\frac{d\xi}{\xi^2-E^2}=\frac{1}{2E}\ln\frac{E+E_g}{|E-E_g|},
$$

$$
P\!\!\int_{E_g}^{\infty}\left[\frac{\xi}{\xi^2-E^2}-\frac{D'}{4D}\right]d\xi=\tfrac14\ln D(E_g)-\tfrac12\ln|E^2-E_g^2| .
$$

In $B$, the coefficient of $\ln(E+E_g)$ is $(E^2+E_g^2)/(2E)+E_g=(E+E_g)^2/(2E)$. That of $\ln|E-E_g|$ is $-(E^2+E_g^2)/(2E)+E_g=-(E-E_g)^2/(2E)$. These coefficients add to $2E_g$. With the energy $s=D(E_g)^{1/4}$, the remaining term $-\tfrac12E_g\ln D(E_g)=-2E_g\ln s$ makes both logarithms dimensionless. Thus

$$
\begin{aligned}
B(E)={}&\frac{1}{2E}\left[(E+E_g)^2\ln\frac{E+E_g}{s}-(E-E_g)^2\ln\frac{|E-E_g|}{s}\right]\\
&+2E_g(E^2-\gamma^2)J_1-(E^2+E_g^2)J_2+(E_0^4+2\gamma^2E_g^2-E_g^2E^2)J_0 .
\end{aligned}
$$

The moments do not depend on $E$ and need be computed once per parameter set. For $J_1$, put $t=\xi^2$ and complete the square. Since $E_0^4-\gamma^4=C^2E_0^2-C^4/4=\alpha^2C^2$, we have $D=(t-\gamma^2)^2+\alpha^2C^2$ and

$$
J_1=\frac{1}{2\alpha C}\left[\frac{\pi}{2}-\arctan\frac{E_g^2-\gamma^2}{\alpha C}\right].
$$

For the other two, $2E_0^2+2\gamma^2=4\alpha^2$ gives $D=(\xi^2+E_0^2)^2-4\alpha^2\xi^2=Q_+Q_-$, with $Q_\pm=\xi^2\pm2\alpha\xi+E_0^2=(\xi\pm\alpha)^2+C^2/4$. Then $(\xi^2+E_0^2)/D=\tfrac12(1/Q_++1/Q_-)$, which integrates to arctangents:

$$
K_+=\int_{E_g}^{\infty}\frac{\xi^2+E_0^2}{D}d\xi=\frac1C\left[\pi-\arctan\frac{2(E_g+\alpha)}{C}-\arctan\frac{2(E_g-\alpha)}{C}\right].
$$

Next, the derivative of $\ln(Q_-/Q_+)$ is

$$
\frac{(2\xi-2\alpha)Q_+-(2\xi+2\alpha)Q_-}{D}=\frac{8\alpha\xi^2-4\alpha(\xi^2+E_0^2)}{D}=\frac{4\alpha(\xi^2-E_0^2)}{D},
$$

so that

$$
K_-=\int_{E_g}^{\infty}\frac{\xi^2-E_0^2}{D}d\xi=\frac{1}{4\alpha}\ln\frac{E_g^2+2\alpha E_g+E_0^2}{E_g^2-2\alpha E_g+E_0^2}.
$$

Adding and subtracting,

$$
J_2=\frac{K_++K_-}{2},\qquad J_0=\frac{K_+-K_-}{2E_0^2}.
$$

This completes the closed form. At $C\ge2E_0$ the quantity $\alpha$ is zero or imaginary, and these real expressions no longer apply as written.

A narrow resonance tests the signs. Let $C\to0$ at fixed $A$, with $E_g<E_0$ and $E\neq E_0$. The arctangents give $CJ_2\to\pi/2$, $CJ_1\to\pi/(2E_0)$ and $CJ_0\to\pi/(2E_0^2)$, while $C$ times the logarithmic term vanishes. With $\gamma^2\to E_0^2$,

$$
\begin{aligned}
CB&\to\frac{\pi}{2E_0^2}\left[2E_gE_0(E^2-E_0^2)-E_0^2(E^2+E_g^2)+E_0^4+2E_0^2E_g^2-E_g^2E^2\right]\\
&=\frac{\pi}{2E_0^2}(E_0^2-E^2)(E_0-E_g)^2 .
\end{aligned}
$$

Since $D\to(E_0^2-E^2)^2$,

$$
\varepsilon_1\to\varepsilon_\infty+\frac{A(E_0-E_g)^2}{E_0(E_0^2-E^2)},
$$

which is the response of an undamped oscillator at $E_0$, its strength reduced by the Tauc factor.

At zero energy the logarithmic term has the form $[F(E)-F(-E)]/(2E)$ with $F(x)=(E_g+x)^2\ln[(E_g+x)/s]$. Its limit is $F'(0)=2E_g\ln(E_g/s)+E_g$. The static value follows by using this in $B(0)$, with $D(0)=E_0^4$.

At high energy the logarithmic term grows as $\ln E$, whereas the moments contribute terms in $E^2$. Keeping the latter and $D\simeq E^4$,

$$
\varepsilon_1\simeq\varepsilon_\infty-\frac{\Omega^2}{E^2},\qquad
\Omega^2=\frac{2AE_0C}{\pi}\left(J_2-2E_gJ_1+E_g^2J_0\right)=\frac2\pi\int_{E_g}^{\infty}\xi\varepsilon_2\,d\xi .
$$

The last equality follows by expanding $(\xi-E_g)^2$ under the integral. Far above the resonance the electrons respond as if free, and $\Omega$ is their plasma energy when $\varepsilon_\infty=1$.

At the gap, the only term of $B$ that is not smooth is the one containing $\ln|E-E_g|$. Near $E_g$ the absorption is $\varepsilon_2\simeq\kappa(E-E_g)^2$ above the gap, with

$$
\kappa=\frac{AE_0C}{E_gD(E_g)},
$$

and the leading singular part of the real permittivity is

$$
\varepsilon_1^{\rm sing}=-\frac{\kappa}{\pi}(E-E_g)^2\ln\frac{|E-E_g|}{s}.
$$

This term and its first derivative vanish at $E_g$ from both sides. The permittivity thus has neither a sharp peak nor a kink there. Its second derivative contains $-(2\kappa/\pi)\ln(|E-E_g|/s)$, which tends to $+\infty$: the curvature diverges, but only logarithmically. In numerical work the product $(E-E_g)^2\ln|E-E_g|$ must be set to its limit, zero, at the gap.

The slope has a definite sign. Below the gap the integral has no pole and can be differentiated directly:

$$
\frac{d\varepsilon_1}{dE}=\frac{4AE_0CE}{\pi}\int_{E_g}^{\infty}\frac{(\xi-E_g)^2}{D(\xi)(\xi^2-E^2)^2}\,d\xi>0 .
$$

As $E\to E_g$ from below, the ratio $(\xi-E_g)^2/(\xi-E)^2$ stays below one and tends to one, so the limit may be taken inside the integral:

$$
\left.\frac{d\varepsilon_1}{dE}\right|_{E_g}=\frac{4AE_0CE_g}{\pi}\int_{E_g}^{\infty}\frac{d\xi}{D(\xi)(\xi+E_g)^2}.
$$

The slope is continuous, so $\varepsilon_1$ is still rising as it enters the absorbing range, and its maximum lies above the gap.

For a numerical case take $A=200$ eV, $E_0=3.6$ eV, $C=2.2$ eV, $E_g=1.6$ eV and $\varepsilon_\infty=1$. These round values lie roughly in the regime of amorphous silicon films, where the lack of long-range order motivates the Tauc edge. They give $\alpha=3.428$ eV, $\gamma^2=10.54$ eV$^2$, $s=3.314$ eV, $J_0=0.04441$ eV$^{-3}$, $J_1=0.1581$ eV$^{-2}$ and $J_2=0.7041$ eV$^{-1}$. At $E=2.0$ eV the logarithmic term is

$$
\frac{3.6^2\ln(3.6/3.314)-0.4^2\ln(0.4/3.314)}{4}\ \text{eV}=0.353\ \text{eV}.
$$

The terms in $J_1$, $J_2$ and $J_0$ are $-3.309$, $-4.619$ and $9.402$ eV, so $B=1.828$ eV. With $2AE_0C/\pi=1008.4$ eV$^3$ and $D=99.64$ eV$^4$,

$$
\varepsilon_1=1+\frac{1008.4\times1.828}{99.64}=19.5 .
$$

Direct principal-value quadrature of the absorption gives the same value, 19.496. In the other direction, transforming the closed form back at 2.5 eV returns $\varepsilon_2=6.818$, the value of the original absorption, and at 1.0 eV it returns zero to the six decimals printed.

The real permittivity rises from 12.96 at zero energy to 16.16 at the gap, reaches its maximum of 24.9 at 2.79 eV, and has fallen to $-7.0$ at 5 eV. The gap slope is 6.44 eV$^{-1}$, both from the integral and from finite differences on either side. Since $\varepsilon_2$ starts quadratically, $\varepsilon_1=n^2$ holds to first order around $E_g$, and the refractive index $n=4.02$ rises there at $6.44/(2\times4.02)=0.80$ per eV.

The diverging curvature can be seen in the second difference $[\varepsilon_1(E_g+h)+\varepsilon_1(E_g-h)-2\varepsilon_1(E_g)]/h^2$. The singular part contributes $-(2\kappa/\pi)\ln(h/s)$, so halving a small $h$ should add $(2\kappa/\pi)\ln2$. With $\kappa=8.21$ eV$^{-2}$ this is 3.624 eV$^{-2}$. Quadrature gives 25.599 eV$^{-2}$ at $h=20$ meV and 29.221 eV$^{-2}$ at 10 meV, a rise of 3.622 eV$^{-2}$. The singular term itself is small: 50 meV from the gap it amounts to 0.027 with the scale $s$ in the logarithm, and to 0.020 with a scale of 1 eV, the difference being an ordinary quadratic term.

Real amorphous silicon has a static permittivity of roughly 12, so the example is close to typical. Its $\Omega=\sqrt{314}\ \text{eV}\approx17.7$ eV is above the 16.6 eV expected for four free valence electrons per atom at the density of crystalline silicon. The integrated strength $\Omega^2$ is thus about 14 % too large, although about half of it comes from above 6 eV, where it rests on the model's assumed decay. The assumption that such films plainly break is the sharp gap, because disorder leaves an exponential band tail. A tail of 50 meV characteristic energy, joined to the model at 1.70 eV where the logarithmic slopes match, gives an absorption coefficient of about 220 cm$^{-1}$ at 1.6 eV, where the model has none. It changes $\varepsilon_1$ there by only 0.004. With this tail $\varepsilon_1$ is smooth at $E_g$, but the second derivative of $\varepsilon_2$ jumps at the join and gives the curvature of $\varepsilon_1$ a logarithm there instead. The singular curvature thus belongs to the piecewise form of the absorption, while the value of $\varepsilon_1$ at 1.6 eV is hardly affected by the tail.

Other omissions matter more for $\varepsilon_1$ at 1.6 eV. Warming by 50 K, with $E_g$ and $E_0$ both shifted by a rough $-0.4$ meV/K and the other parameters fixed, raises it by 0.33, or 2 % of its value. This rigid shift is crude: at 0.8 eV it implies $dn/dT\approx5.5\times10^{-4}$ K$^{-1}$, about twice the roughly $2\times10^{-4}$ K$^{-1}$ measured for hydrogenated amorphous silicon near 1.55 µm, so 0.33 gives only the order of magnitude and is probably too high. Two per cent of voids by volume, treated as a Bruggeman mixture, lowers it by 0.44, or 3 %. Absorption above 6 eV supplies 1.49 of the model's $\varepsilon_1-\varepsilon_\infty=15.16$ at this energy. A numerical transform of a spectrum cut off at 6 eV would lose that tenth unless an extrapolation replaced it. A larger $\varepsilon_\infty$ can also do so, but only well below the cutoff, where the lost part varies little with photon energy. The closed form includes it, but on the strength of the model's assumed high-energy decay. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
A = 200.0 eV, E0 = 3.60 eV, C = 2.20 eV
Eg = 1.60 eV, eps_inf = 1.00
alpha = 3.42783 eV
gamma^2 = 10.54000 eV^2
s = D(Eg)^(1/4) = 3.31354 eV
J0 = 0.0444131 eV^-3
J1 = 0.1580949 eV^-2
J2 = 0.7040573 eV^-1
worked energy E = 2.00 eV, D(E) = 99.6416 eV^4
  logarithm term of B = 0.353223 eV
  J1 term of B = -3.308610 eV
  J2 term of B = -4.618616 eV
  J0 term of B = 9.401660 eV
  B = 1.827657 eV
  prefactor 2 A E0 C/pi = 1008.4057 eV^3
  eps1 closed form = 19.496487
  eps1 quadrature  = 19.496487
static eps1(0) = 12.9607
E (eV), wavelength (nm), eps1, eps2, n, k:
  1.00 1239.8 13.9419 0.0000 3.7339 0.0000
  1.60 774.9 16.1568 0.0000 4.0196 0.0000
  2.00 619.9 19.4965 1.2718 4.4178 0.1439
  2.50 495.9 23.7729 6.8180 4.9246 0.6922
  3.00 413.3 24.0392 17.4688 5.1844 1.6848
  3.60 344.4 11.5000 28.0584 4.5729 3.0679
  5.00 248.0 -6.9725 13.7697 2.0569 3.3472
maximum of eps1 = 24.8682 at 2.7897 eV
gap: kappa = 8.2123 eV^-2
gap: slope from integral = 6.43865 eV^-1
gap: slope from left = 6.43861 eV^-1
gap: slope from right = 6.43868 eV^-1
second difference at 20 meV = 25.5992 eV^-2
second difference at 10 meV = 29.2210 eV^-2
predicted rise (2 kappa/pi) ln 2 = 3.6239 eV^-2
singular term 50 meV from gap = 0.0274
Omega^2 = 314.4727 eV^2
largest error, closed form vs quadrature = 7.5e-13
inverse transform at 1.0 eV: eps2 = 0.000000
inverse transform at 2.5 eV: eps2 = 6.817963
Neglected effects at 1.60 eV:
  band tail: Urbach energy = 50 meV
  tail joins at 1.6993 eV
  tail: eps2 = 0.01093, change of eps1 = 0.00445
  tail: absorption coefficient = 220 cm^-1
  warming 50 K at -0.4 meV/K: change of eps1 = 0.3307
  voids 2 %: change of eps1 = -0.4407
part of eps1(1.6 eV) from above 6 eV = 1.4935
```
